\section*{Thermal Lowering of an Exponential Planar Channelling Potential}

\section{What the static potential gets wrong}

In the continuum picture, an ion travelling nearly parallel to a crystal plane is turned back by the combined repulsion of many atoms. If these atoms are placed exactly on the plane, the potential has a sharp cusp there, and the top of that cusp sets the barrier between neighbouring channels. Vibrating atoms do not sit on the plane, and the cusp is the part of the potential most sensitive to this. For the 1 MeV boron ions treated below, the static model gives a barrier of 152 eV; thermal averaging lowers it to 121 eV. The static model thus lets ions stay channelled at angles where the averaged barrier no longer holds them.

The change has opposite signs near the plane and far from it. Far away the potential is in effect a pure exponential, and a Gaussian average multiplies it by $\exp(u^2/2a^2)>1$. At the plane a further factor appears, a complementary error function, and the product is less than one. This factor arises because the potential falls off on both sides of each atom.

\section{The model and its conventions}

Let $x$ be the distance from the mean plane. The static potential energy of the ion is
\begin{equation}
U_{\rm s}(x)=U_0\,e^{-|x|/a},\qquad U_0>0,\quad a>0 .
\end{equation}
This form follows from a screened Coulomb interaction. Let $Z_1$ and $Z_2$ be the atomic numbers of ion and atom, $n$ the number of atoms per unit area of the plane, and let $e^2$ stand for the squared elementary charge divided by $4\pi\varepsilon_0$. For the pair energy
\begin{equation}
V(r)=\frac{Z_1Z_2e^2}{r}\,e^{-r/a},
\end{equation}
the continuum model spreads the atoms evenly over the plane. With $r^2=x^2+\rho^2$ at fixed $x$ we have $\rho\,d\rho=r\,dr$, and $r$ starts at $|x|$. Hence
\begin{align}
U_{\rm s}(x)&=n\int_0^\infty 2\pi\rho\,V(r)\,d\rho
=2\pi nZ_1Z_2e^2\int_{|x|}^\infty e^{-r/a}\,dr\nonumber\\
&=2\pi nZ_1Z_2e^2a\,e^{-|x|/a},
\end{align}
so that $U_0=2\pi nZ_1Z_2e^2a$.

Now displace an atom. A displacement within the plane shifts the origin of an integral over the whole plane and changes nothing. A displacement $s$ along the normal replaces $x$ by $x-s$. Only the distribution of $s$ is therefore needed. We take it to be Gaussian,
\begin{equation}
g(s)=\frac{1}{u\sqrt{2\pi}}\,e^{-s^2/2u^2},\qquad \langle s\rangle=0,\quad \langle s^2\rangle=u^2 .
\end{equation}
Here $u$ is the root-mean-square amplitude along one direction. For isotropic vibrations the three-dimensional amplitude is $\sqrt3\,u$, and it must not be inserted in its place.

The ion is much faster than the thermal motion of the atoms, so it meets each atom at a frozen displacement. An average over displacements describes its deflection to the extent that many atoms share in it. The potential is a sum over atoms, and the mean of a sum is the sum of the means whether or not the displacements are correlated. The mean potential is therefore
\begin{equation}
U_T(x)=U_0\int_{-\infty}^{\infty}g(s)\,e^{-|x-s|/a}\,ds .
\label{conv}
\end{equation}
Correlations do affect the fluctuations about this mean, which are not contained in $U_T$.

\section{The height at the plane}

Set $x=0$ in (\ref{conv}). The integrand is even in $s$, so the integral is twice its part with $s>0$:
\begin{equation}
U_T(0)=\frac{2U_0}{u\sqrt{2\pi}}\int_0^\infty
\exp\!\left(-\frac{s^2}{2u^2}-\frac{s}{a}\right)ds .
\end{equation}
To complete the square, expand
\begin{equation}
\frac{(s+u^2/a)^2}{2u^2}=\frac{s^2}{2u^2}+\frac{s}{a}+\frac{u^2}{2a^2}.
\end{equation}
The exponent is thus minus the left-hand side plus $u^2/2a^2$. The constant leaves the integral as a factor $e^{u^2/2a^2}$. Substitute
\begin{equation}
v=\frac{s+u^2/a}{\sqrt2\,u},\qquad ds=\sqrt2\,u\,dv .
\end{equation}
The lower limit $s=0$ becomes $v=u/(\sqrt2\,a)$, and the prefactors combine as $2\sqrt2\,u/(u\sqrt{2\pi})=2/\sqrt\pi$. With the definition $\operatorname{erfc}(z)=(2/\sqrt\pi)\int_z^\infty e^{-v^2}dv$,
\begin{equation}
\boxed{\,U_T(0)=U_0\,\exp\!\left(\frac{u^2}{2a^2}\right)
\operatorname{erfc}\!\left(\frac{u}{\sqrt2\,a}\right).}
\label{height}
\end{equation}
The height ratio depends on the single number $t=u/a$:
\begin{equation}
F(t)=\frac{U_T(0)}{U_0}=e^{t^2/2}\operatorname{erfc}(t/\sqrt2).
\end{equation}
With $s=uw$, it is also the mean of $e^{-t|w|}$ over a Gaussian $w$ of unit variance. Each such exponential falls as $t$ grows, except at the single point $w=0$. Hence $F$ falls steadily from $F(0)=1$: the growing factor $e^{t^2/2}$ never wins.

\section{The whole profile}

By symmetry take $x\ge0$ and split (\ref{conv}) at $s=x$, where the absolute value changes form. For $s<x$ we have $|x-s|=x-s$, and
\begin{equation}
-\frac{s^2}{2u^2}+\frac{s}{a}
=-\frac{(s-u^2/a)^2}{2u^2}+\frac{u^2}{2a^2}.
\end{equation}
Put $v=(u^2/a-s)/(\sqrt2\,u)$. As $s$ runs from $-\infty$ to $x$, $v$ runs from $\infty$ down to $(t-x/u)/\sqrt2$. The minus sign in $ds=-\sqrt2\,u\,dv$ reverses the limits, and the contribution is
\begin{equation}
\frac{U_0}{2}\,e^{t^2/2}\,e^{-x/a}
\operatorname{erfc}\!\left(\frac{t-x/u}{\sqrt2}\right).
\end{equation}
For $s>x$ we have $|x-s|=s-x$. The square is the one used for the height, but the lower limit is now $v=(x+u^2/a)/(\sqrt2\,u)=(t+x/u)/\sqrt2$. Adding both parts,
\begin{align}
U_T(x)=\frac{U_0}{2}e^{t^2/2}\Big[&e^{-x/a}
\operatorname{erfc}\!\Big(\frac{t-x/u}{\sqrt2}\Big)\nonumber\\
&+e^{x/a}\operatorname{erfc}\!\Big(\frac{t+x/u}{\sqrt2}\Big)\Big].
\label{profile}
\end{align}
At $x=0$ the two terms are equal and (\ref{height}) returns.

Far from the plane, when $x/u-t\gg1$, the first error function tends to 2. The second term is negligible: $\operatorname{erfc}(z)$ falls as $e^{-z^2}$ up to a power of $z$, so the ratio of the second term to the first is of order $\exp[-(x/u-t)^2/2]$ or smaller. Therefore
\begin{equation}
U_T(x)\simeq e^{t^2/2}\,U_0e^{-x/a}.
\label{tail}
\end{equation}
The tail is raised, because an atom displaced towards the ion adds more than an atom displaced away from it removes.

The area is unchanged. Integrating (\ref{conv}) over $x$ first gives $2a$ for every $s$, and $g$ is normalized, so
\begin{equation}
\int_{-\infty}^{\infty}U_T\,dx=2aU_0 .
\end{equation}
Vibration moves potential from the top to the flanks without changing its integral.

\section{The rounded top}

Away from the plane, two derivatives of $e^{-|x|/a}$ give $e^{-|x|/a}/a^2$. At the plane the slope jumps from $1/a$ to $-1/a$, which adds $-(2/a)\delta(x)$. Multiplying by $a^2U_0$,
\begin{equation}
a^2U_{\rm s}''-U_{\rm s}=-2aU_0\,\delta(x).
\end{equation}
Averaging over $s$ replaces $\delta(x)$ by $g(x)$:
\begin{equation}
a^2U_T''-U_T=-2aU_0\,g(x).
\end{equation}
Since $2a\,g(0)=2a/(u\sqrt{2\pi})=\sqrt{2/\pi}/t$, the curvature at the top is
\begin{equation}
U_T''(0)=\frac{U_0}{a^2}\left[F(t)-\sqrt{\frac2\pi}\,\frac1t\right].
\label{curv}
\end{equation}
To find its sign, put $w=\sqrt2\,v$ in the error function:
\begin{equation}
F(t)=\sqrt{\frac2\pi}\,e^{t^2/2}\int_t^\infty e^{-w^2/2}\,dw .
\label{mills}
\end{equation}
In the integral $w>t$, so $t\int_t^\infty e^{-w^2/2}dw<\int_t^\infty we^{-w^2/2}dw=e^{-t^2/2}$. Hence $tF<\sqrt{2/\pi}$ and the curvature is negative. For any $u>0$ the cusp has become a smooth maximum.

\section{Small and large vibrations}

Differentiate (\ref{mills}). The factor $e^{t^2/2}$ gives $tF$, and the lower limit gives $-\sqrt{2/\pi}$:
\begin{equation}
F'(t)=tF(t)-\sqrt{2/\pi}.
\end{equation}
Insert $F=1+f_1t+f_2t^2+f_3t^3+\cdots$ and compare powers. The constant term gives $f_1=-\sqrt{2/\pi}$, the linear term $2f_2=1$, and the quadratic term $3f_3=f_1$. Thus for $u\ll a$
\begin{equation}
F(t)=1-\sqrt{\frac2\pi}\,t+\frac{t^2}{2}-\frac13\sqrt{\frac2\pi}\,t^3+\cdots .
\label{small}
\end{equation}
A smooth potential would change first by $\tfrac12u^2U''$, which is quadratic in $u$. Here the change is linear, because near the cusp $U_{\rm s}\simeq U_0(1-|s|/a)$ and the mean of $|s|$ is $\sqrt{2/\pi}\,u$. Small vibrations therefore matter more at the plane than elsewhere.

For $u\gg a$, integrate (\ref{mills}) by parts, writing $e^{-w^2/2}=w^{-1}\,(we^{-w^2/2})$:
\begin{equation}
\int_t^\infty e^{-w^2/2}dw=\frac{e^{-t^2/2}}{t}-\int_t^\infty\frac{e^{-w^2/2}}{w^2}dw .
\end{equation}
The same step on the last integral gives $e^{-t^2/2}/t^3$ to leading order, so
\begin{equation}
F(t)\simeq\sqrt{\frac2\pi}\,\frac1t\left(1-\frac1{t^2}+\cdots\right).
\end{equation}
The leading term is $U_T(0)\simeq2aU_0\,g(0)$: the potential is then narrow compared with the distribution of atoms, and the ion sees that distribution multiplied by the conserved area.

\section{The barrier between two channels}

Let identical planes lie at $x=md$ with integer $m$, and add their potentials:
\begin{equation}
U_{\rm ch}(x)=\sum_mU_T(x-md),\qquad B=U_{\rm ch}(0)-U_{\rm ch}(d/2).
\end{equation}
This potential does not depend on position along the plane, so the momentum along it is conserved, and so is the energy of the transverse motion. An ion of kinetic energy $E$ at a small angle $\psi$ to the plane has transverse kinetic energy $E\sin^2\psi\simeq E\psi^2$. Starting at mid-channel, it crosses the plane if $E\psi^2>B$, that is, beyond
\begin{equation}
\psi_{\rm c}=\sqrt{B/E}.
\label{angle}
\end{equation}
This is the limit in the mean potential. Ions that nearly reach the plane are strongly scattered by individual atoms, so $\psi_{\rm c}$ is an upper estimate of the angle for lasting channelling, not a value for it.

\section{Boron between silicon planes}

Take 1 MeV boron ions between $\{110\}$ planes of silicon, with the rough round parameters $U_0=160$ eV, $a=0.026$ nm, $u=0.0075$ nm and $d=0.192$ nm. Then $t=0.0075/0.026=0.2885$ and
\begin{equation}
U_T(0)=160\times1.0425\times0.7730\ \text{eV}=128.9\ \text{eV}.
\end{equation}
Direct numerical integration of (\ref{conv}) at $x=0$ also gives 128.9 eV. The top is lowered by 19\% of its static height. Inserting $\sqrt3\,u$ for $u$ would give 111.9 eV, which is 13\% below the correct result.

The series (\ref{small}) gives $F=0.770$, 0.811 and 0.805 when stopped after the first, second and third power, against the full value 0.806. The linear term alone overstates the lowering and puts $F$ 4.5\% too low.

The static and thermal profiles cross at $x=0.0094$ nm, or $1.25u$. At $x=u$ averaging still lowers the potential, from 119.9 to 117.2 eV. At $2u$ it raises it, from 89.9 to 92.9 eV. At $4u$ the values are 50.5 and 52.6 eV, whose ratio already agrees with the tail factor 1.042 of (\ref{tail}). The curvature (\ref{curv}) is $-4.6\times10^5$ eV/nm$^2$.

At mid-channel the potential is 8.3 eV, compared with 8.0 eV in the static case. At the plane the neighbouring planes add about 0.2 eV, so
\begin{equation}
B=(128.9+0.2-8.3)\ \text{eV}=120.8\ \text{eV}.
\end{equation}
The static barrier is 152.2 eV. From (\ref{angle}),
\begin{equation}
\psi_{\rm c}=\sqrt{\frac{120.8\ \text{eV}}{10^6\ \text{eV}}}
=10.99\ \text{mrad}=0.63^\circ .
\end{equation}
The static value is $0.71^\circ$. The barrier falls by 21\% and the angle by 11\%, about half as much, because of the square root. As a test, the equation of motion was integrated over a path of 40 nm from mid-channel. An ion starting at $0.98\,\psi_{\rm c}$ stayed between its two planes, and one starting at $1.02\,\psi_{\rm c}$ crossed the plane.

\section{How far the model can be trusted}

\subsection{The shape of the potential}

Real screening is not a single exponential. The Molière form replaces $e^{-r/a}$ in the pair energy by
\begin{equation}
0.35\,e^{-0.3r/a_{\rm TF}}+0.55\,e^{-1.2r/a_{\rm TF}}+0.10\,e^{-6r/a_{\rm TF}},
\end{equation}
with a Thomas--Fermi screening length. We take Lindhard's form, $a_{\rm TF}=0.8853\,a_0\,(Z_1^{2/3}+Z_2^{2/3})^{-1/2}=0.0159$ nm, where $a_0$ is the Bohr radius. This is one of several conventions, and for a partly stripped ion such as 1 MeV boron none is exact. Each term gives its own exponential planar potential, and the average is linear, so (\ref{height}) and (\ref{profile}) apply term by term.

This also explains the choice of $a$. The weights add to one, so at the plane the static slope has the same magnitude, $2\pi nZ_1Z_2e^2$, as for a single exponential. The height is this slope times
\begin{equation}
\left(\frac{0.35}{0.3}+\frac{0.55}{1.2}+\frac{0.10}{6}\right)a_{\rm TF}
=1.642\,a_{\rm TF}=0.026\ \text{nm}.
\end{equation}
A single exponential of this range therefore matches both height and slope at the plane. The isolated-plane heights indeed agree: 158 eV static and 131 eV thermal for Molière, against 160 and 129 eV.

The match fails further out, where the other terms have died away and almost only the slowest Molière term, of range $a_{\rm TF}/0.3=0.053$ nm, is left. It raises the mid-channel potential to 38 eV. The barrier drops to 99 eV, 18\% below that of the single exponential, and $\psi_{\rm c}$ becomes $0.57^\circ$. The single exponential reproduces the averaged top of the Molière form to which it was matched. It overstates the thermal lowering in eV by about 13\%, both of the top and of the barrier, and the barrier itself by 22\%. These figures depend on the screening assumed. Firsov's length of 0.0142 nm gives a barrier of 91 eV and $0.55^\circ$, the bare-ion length of 0.0194 nm gives 114 eV and $0.61^\circ$, and the universal (ZBL) potential gives 84 eV and $0.53^\circ$. Over these choices the averaged top ranges from 97 to 165 eV.

\subsection{Temperature}

A harmonic mode of angular frequency $\omega$ contributes $(\hbar/2M\omega)\coth(\hbar\omega/2kT)$ to $u^2$, where $M$ is the mass of a silicon atom. Average this over the Debye spectrum $3\omega^2/\omega_{\rm D}^3$, with $\hbar\omega_{\rm D}=k\Theta$ and $y=\omega/\omega_{\rm D}$:
\begin{equation}
u^2=\frac{3\hbar^2}{2Mk\Theta}\int_0^1y\coth\!\left(\frac{y\Theta}{2T}\right)dy .
\end{equation}
With a rough $\Theta=540$ K this gives $u=0.0076$ nm at 300 K, close to the round value used above, and 0.0120 nm at 800 K. With $U_0$, $a$ and $d$ held fixed, the height at 800 K is 115 eV, the barrier 106 eV and the crossing angle $0.59^\circ$. In this model a hot implant thus has a lower barrier than one at room temperature.

\subsection{Individual atoms}

The continuum picture needs many atoms to share in each deflection. For a rough count, take a straight track at angle $\psi_{\rm c}$ from $x=-a$ to $x=a$, which has the length $2a/\psi_{\rm c}$. The number of atoms within $a$ to either side of this track is about
\begin{equation}
n\,(2a)\,\frac{2a}{\psi_{\rm c}}
=9.59\times0.052\times\frac{0.052}{0.01099}\simeq2.4 ,
\end{equation}
with $n$ in nm$^{-2}$ and lengths in nm. This is a low estimate, because an ion that climbs the barrier loses transverse speed and stays near the plane for longer. Even a few times this number of atoms cannot represent a smooth plane. The mean potential still describes the average push, but a single ion near the top may receive a very different one. These fluctuations are a source of dechannelling, and a lower mean barrier does not account for them.

One way to gauge the consequence is to require the ion to turn back before it comes within $2u$ of the plane. The distance is an illustrative choice, not a derived criterion. Replacing $U_{\rm ch}(0)$ by $U_{\rm ch}(2u)$ in the barrier reduces the angle from $0.63^\circ$ to $0.53^\circ$.

\subsection{Beside a real implant}

Boron ions of about 1 MeV can be used to form deep wells in silicon, and the spacing and room-temperature amplitude used here are close to those of the real crystal. The model lets ions approach the plane freely; the $2u$ requirement lowers the angle by 16\%, a figure that depends on the distance chosen. The Molière shape with $a_{\rm TF}=0.0159$ nm lowers it by about 10\%, and heating to 800 K by about 6\%, each taken separately from the same starting case. Energy loss to electrons, surface layers and lattice damage are left out. The mean potential thus lets ions that start at mid-channel cross a plane beyond $0.5^\circ$ to $0.6^\circ$, depending on the screening assumed; ions that start nearer a plane can cross it at smaller angles. This value is not the angle for lasting channelling: scattering by individual atoms can remove many ions that start below it, so the angle that matters in practice is smaller and depends on the depth considered. Tilting the beam beyond $\psi_{\rm c}$ from one set of planes does not by itself exclude channelling, since other planes or axes may lie near the new direction.

\section*{Numbers as computed}
\begin{verbatim}
static height U0 = 160 eV
range a = 0.026 nm
rms amplitude u = 0.0075 nm
plane spacing d = 0.192 nm
ion energy E = 1.0 MeV
ratio t = u/a = 0.2885
factor exp(t^2/2) = 1.0425
factor erfc(t/sqrt2) = 0.7730
height ratio F = 0.8058
thermal height, formula = 128.93 eV
thermal height, quadrature = 128.93 eV
series for F to first order = 0.7698
series for F to second order = 0.8114
series for F to third order = 0.8051
height if sqrt(3)u is wrongly used = 111.90 eV
curvature at the top = -4.639e+05 eV/nm^2
static and thermal curves cross at x = 0.00937 nm
x = 0.0075 nm: static 119.91 eV, thermal 117.19 eV
x = 0.0150 nm: static 89.86 eV, thermal 92.89 eV
x = 0.0300 nm: static 50.47 eV, thermal 52.61 eV
mid-channel potential, static = 7.98 eV
mid-channel potential, thermal = 8.32 eV
barrier, static = 152.2 eV
barrier, thermal = 120.8 eV
crossing angle, static = 0.707 deg
crossing angle, thermal = 0.630 deg
crossing angle, thermal = 10.99 mrad
Thomas-Fermi screening length = 0.01585 nm
Moliere isolated plane, static height = 158.1 eV
Moliere isolated plane, thermal height = 130.6 eV
Moliere mid-channel potential, thermal = 38.0 eV
Moliere barrier, thermal = 98.8 eV
Moliere crossing angle = 0.570 deg
Debye temperature used (rough) = 540 K
Debye amplitude at 300 K = 0.00761 nm
Debye amplitude at 800 K = 0.01200 nm
thermal height at 800 K = 114.7 eV
barrier at 800 K = 106.0 eV
crossing angle at 800 K = 0.590 deg
angle for turning back at 2u = 0.528 deg
areal density of a plane = 9.59 atoms/nm^2
atoms met while crossing (order estimate) = 2.4
\end{verbatim}
